# The adiabatic Holstein polaron in one dimension: sech shape and its limits: verification in Python

```python
# Adiabatic Holstein polaron in one dimension.
# Result under test: the continuum energy relative to the band edge,
#   F = t*int(psi'^2) - Ep*int(psi^4),  int(psi^2) = 1,
# has the global minimum -Ep^2/(12 t), reached by
#   psi = sqrt(kappa/2)*sech(kappa*x),  kappa = Ep/(2 t).
# t: hopping; Ep = A^2/(2K): relaxation energy of a carrier on one site;
# v_i = A*u_i: lattice-induced lowering of site energy i, elastic energy
# v_i^2/(4 Ep); x is in lattice constants; w is the phonon energy.
# Also tested: lattice corrections, strong coupling and quantum bounds.
import numpy as np
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def carrier_ground_state(v, t):
    level, vector = eigh_tridiagonal(
        -v, -t * np.ones(len(v) - 1), select="i", select_range=(0, 0))
    return level[0], vector[:, 0]


def total_energy(v, t, Ep):
    return carrier_ground_state(v, t)[0] + np.sum(v**2) / (4 * Ep)


def lattice_polaron(t, Ep, sites=401):
    """Alternate exact minimization over carrier state and lattice."""
    v = np.zeros(sites)
    v[sites // 2] = 2 * Ep
    for _ in range(500):
        level, psi = carrier_ground_state(v, t)
        v_new = 2 * Ep * psi**2
        change = np.max(np.abs(v_new - v))
        v = v_new
        if change < 1e-11 * Ep:
            break
    assert change < 1e-8 * Ep
    level, psi = carrier_ground_state(v, t)
    binding = -2 * t - total_energy(v, t, Ep)
    return binding, -2 * t - level, psi**2, v


def one_phonon_binding(t, Ep, w):
    def mismatch(b):
        return b - Ep * w / np.sqrt((b + w) * (b + w + 4 * t))
    return brentq(mismatch, 0.0, Ep, xtol=1e-14)


t, Ep = 0.50, 0.40  # eV
kappa = Ep / (2 * t)
continuum_binding = Ep**2 / (12 * t)

# Energy budget of the sech state by quadrature.
x = np.linspace(-60, 60, 60001)
psi = np.sqrt(kappa / 2) / np.cosh(kappa * x)
slope = -kappa * np.tanh(kappa * x) * psi
curvature = np.gradient(slope, x)
hopping_cost = t * trapezoid(slope**2, x)
coupling_energy = -2 * Ep * trapezoid(psi**4, x)
elastic_energy = Ep * trapezoid(psi**4, x)
sech_energy = hopping_cost + coupling_energy + elastic_energy
assert abs(trapezoid(psi**2, x) - 1) < 1e-9
assert abs(hopping_cost - Ep**2 / (12 * t)) < 1e-8
assert abs(coupling_energy + Ep**2 / (3 * t)) < 1e-8
assert abs(elastic_energy - Ep**2 / (6 * t)) < 1e-8
assert abs(sech_energy + continuum_binding) < 1e-8
quartic_shift = -t / 12 * trapezoid(curvature**2, x)
assert abs(quartic_shift + 7 * t * kappa**4 / 180) < 1e-8

# Completed-square identity on a skewed trial state with two humps.
y = np.linspace(-20, 24, 44001)
hump1 = np.exp(-y**2 / 8)
hump2 = 0.6 * np.exp(-(y - 4)**2 / 3)
trial = hump1 + hump2
trial_slope = -y / 4 * hump1 - 2 * (y - 4) / 3 * hump2
norm = np.sqrt(trapezoid(trial**2, y))
trial, trial_slope = trial / norm, trial_slope / norm
trial_energy = trapezoid(t * trial_slope**2 - Ep * trial**4, y)
charge = cumulative_trapezoid(trial**2, y, initial=0)
deviation = 2 * trial_slope / trial - Ep / t * (1 - 2 * charge)
excess = t / 4 * trapezoid(trial**2 * deviation**2, y)
assert abs(trial_energy - (excess - continuum_binding)) < 1e-6
assert excess > 1e-3


# Best Gaussian, found by numerical search over its width.
def gaussian_energy(s):
    g = np.exp(-x**2 / (4 * s**2)) / (2 * np.pi * s**2)**0.25
    return trapezoid(t * (x * g / (2 * s**2))**2 - Ep * g**4, x)


gaussian = minimize_scalar(gaussian_energy, bounds=(0.5, 8),
                           method="bounded")
assert abs(gaussian.fun + Ep**2 / (4 * np.pi * t)) < 1e-8
assert gaussian.fun > sech_energy

# Full lattice at the example parameters: it is a minimum in v.
lat_binding, lat_level, lat_density, lat_v = lattice_polaron(t, Ep)
rng = np.random.default_rng(1)
lowest = total_energy(lat_v, t, Ep)
for _ in range(5):
    step = 1e-3 * rng.standard_normal(len(lat_v))
    assert total_energy(lat_v + step, t, Ep) > lowest
    assert total_energy(lat_v - step, t, Ep) > lowest

# Weak coupling: continuum limit and first lattice correction.
ratios = [0.2, 0.8, 1.0, 2.0, 4.0, 8.0, 20.0]
table = {r: lattice_polaron(1.0, r) for r in ratios}
b02 = table[0.2][0] / (0.2**2 / 12)
b04 = lattice_polaron(1.0, 0.4)[0] / (0.4**2 / 12)
assert abs((4 * b02 - b04) / 3 - 1) < 1e-4
c02, c04 = (b02 - 1) / 0.2**2, (b04 - 1) / 0.4**2
lattice_coefficient = (4 * c02 - c04) / 3
assert abs(lattice_coefficient / (7 / 240) - 1) < 5e-3
assert abs(table[0.2][1] / (0.2**2 / 4) - 1) < 0.01
site = np.arange(401) - 200
sech_density = 0.05 / np.cosh(0.1 * site)**2
assert np.max(np.abs(table[0.2][2] - sech_density)) < 0.01 * 0.05

# Strong coupling: one-site polaron, continuum law fails.
strong = 20 - 2 + 1 / 20
assert abs(table[20.0][0] - strong) < 1e-3
assert table[20.0][2].max() > 0.99
assert abs(20**2 / 12 - table[20.0][0]) > 10

# One-phonon variational binding against explicit diagonalization.
w_low, w_high = 0.001, 0.050  # eV
b_low = one_phonon_binding(t, Ep, w_low)
b_high = one_phonon_binding(t, Ep, w_high)
n = 31
hop = np.zeros((n, n))
for i in range(n):
    hop[i, (i + 1) % n] = hop[(i + 1) % n, i] = -t
H = np.zeros((n + n * n, n + n * n))
H[:n, :n] = hop
H[n:, n:] = np.kron(hop, np.eye(n)) + w_high * np.eye(n * n)
for i in range(n):
    j = n + i * n + i  # carrier and phonon both on site i
    H[i, j] = H[j, i] = -np.sqrt(Ep * w_high)
ring_energy = eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]
ring_binding = -2 * t - ring_energy
assert abs(ring_binding - b_high) < 1e-6
assert b_low < continuum_binding < b_high
w_equal = brentq(lambda w: one_phonon_binding(t, Ep, w)
                 - continuum_binding, 1e-4, 0.2)
weak_Ep = 1e-4
weak_b = one_phonon_binding(t, weak_Ep, w_high)
weak_law = weak_Ep * np.sqrt(w_high / (w_high + 4 * t))
assert abs(weak_b / weak_law - 1) < 0.01
assert weak_b > weak_Ep**2 / (12 * t)


# Two sites, t = 1 and Ep = 2: quantum energy against adiabatic energy.
def two_site_quantum(w, hopping=1.0, relax=2.0, levels=160):
    ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
    sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
    h = -hopping * np.kron(sx, np.eye(levels))
    h = h + w * np.kron(np.eye(2), np.diag(np.arange(levels)))
    h = h - np.sqrt(relax * w / 2) * np.kron(sz, ladder + ladder.T)
    return eigh(h, eigvals_only=True)[0] - relax / 2


angle = np.linspace(0, np.pi / 2, 200001)
c, s = np.cos(angle), np.sin(angle)
two_site_adiabatic = np.min(-2 * c * s - 2 * (c**4 + s**4))
two_w = [0.2, 0.1, 0.05]
gaps = [two_site_adiabatic - two_site_quantum(w) for w in two_w]
assert gaps[0] > gaps[1] > gaps[2] > 0
assert all(g < w / 2 for g, w in zip(gaps, two_w))

meV = 1000
print(f"hopping t = {t:.2f} eV")
print(f"one-site relaxation energy Ep = {Ep:.2f} eV")
print(f"ratio Ep/t = {Ep / t:.2f}")
print(f"inverse length kappa = {kappa:.3f} per lattice constant")
fwhm = 2 * np.arccosh(np.sqrt(2)) / kappa
print(f"density full width at half maximum = {fwhm:.2f} lattice constants")
print(f"hopping cost = {hopping_cost * meV:.2f} meV")
print(f"carrier-lattice energy = {coupling_energy * meV:.2f} meV")
print(f"elastic energy = {elastic_energy * meV:.2f} meV")
print(f"sech total by quadrature = {sech_energy * meV:.2f} meV")
print(f"binding Ep^2/(12t) = {continuum_binding * meV:.2f} meV")
print(f"carrier level depth Ep^2/(4t) = {Ep**2 / (4 * t) * meV:.2f} meV")
print(f"best Gaussian energy = {gaussian.fun * meV:.2f} meV")
print(f"two-hump trial energy = {trial_energy * meV:.2f} meV")
print(f"two-hump excess from square = {excess * meV:.2f} meV")
print(f"k^4 lattice shift = {quartic_shift * meV:.3f} meV")
corrected = continuum_binding - quartic_shift
print(f"binding with k^4 shift = {corrected * meV:.3f} meV")
print(f"full-lattice binding = {lat_binding * meV:.3f} meV")
print(f"full-lattice level depth = {lat_level * meV:.2f} meV")
print(f"fitted lattice coefficient = {lattice_coefficient:.5f}")
print(f"derived coefficient 7/240 = {7 / 240:.5f}")
print("Ep/t | binding/t: lattice, continuum | peak density: same")
for r in ratios:
    b, _, density, _ = table[r]
    print(f"{r:5.1f} | {b:.5f}, {r * r / 12:.5f} | "
          f"{density.max():.4f}, {r / 4:.4f}")
print(f"strong-coupling binding/t at Ep/t = 20: {strong:.5f}")
print(f"one-phonon binding at {w_low * meV:.0f} meV = {b_low * meV:.2f} meV")
print(f"one-phonon binding at {w_high * meV:.0f} meV = "
      f"{b_high * meV:.2f} meV")
print(f"same from 31-site ring = {ring_binding * meV:.2f} meV")
print(f"phonon energy for equal bindings = {w_equal * meV:.1f} meV")
print(f"two-site adiabatic energy (t=1, Ep=2) = {two_site_adiabatic:.4f} t")
for w, g in zip(two_w, gaps):
    print(f"two-site quantum lowering at w = {w:.2f} t: {g:.5f} t")
print("PASS")
```

Printed output:

```
hopping t = 0.50 eV
one-site relaxation energy Ep = 0.40 eV
ratio Ep/t = 0.80
inverse length kappa = 0.400 per lattice constant
density full width at half maximum = 4.41 lattice constants
hopping cost = 26.67 meV
carrier-lattice energy = -106.67 meV
elastic energy = 53.33 meV
sech total by quadrature = -26.67 meV
binding Ep^2/(12t) = 26.67 meV
carrier level depth Ep^2/(4t) = 80.00 meV
best Gaussian energy = -25.46 meV
two-hump trial energy = -9.81 meV
two-hump excess from square = 16.85 meV
k^4 lattice shift = -0.498 meV
binding with k^4 shift = 27.164 meV
full-lattice binding = 27.208 meV
full-lattice level depth = 82.81 meV
fitted lattice coefficient = 0.02916
derived coefficient 7/240 = 0.02917
Ep/t | binding/t: lattice, continuum | peak density: same
  0.2 | 0.00334, 0.00333 | 0.0501, 0.0500
  0.8 | 0.05442, 0.05333 | 0.2104, 0.2000
  1.0 | 0.08614, 0.08333 | 0.2731, 0.2500
  2.0 | 0.51815, 0.33333 | 0.8418, 0.5000
  4.0 | 2.25202, 1.33333 | 0.9672, 1.0000
  8.0 | 6.12525, 5.33333 | 0.9921, 2.0000
 20.0 | 18.05002, 33.33333 | 0.9987, 5.0000
strong-coupling binding/t at Ep/t = 20: 18.05000
one-phonon binding at 1 meV = 4.00 meV
one-phonon binding at 50 meV = 44.86 meV
same from 31-site ring = 44.86 meV
phonon energy for equal bindings = 20.8 meV
two-site adiabatic energy (t=1, Ep=2) = -2.2500 t
two-site quantum lowering at w = 0.20 t: 0.01690 t
two-site quantum lowering at w = 0.10 t: 0.00717 t
two-site quantum lowering at w = 0.05 t: 0.00346 t
PASS
```
